\section*{Lifetime loss from a five percent gate overvoltage}

\section*{Problem}

The gate insulator of a transistor breaks down after a time that depends steeply on gate voltage. For one technology the measured breakdown time follows
\begin{equation}
t(V)=t_0\left(\frac{V}{V_0}\right)^{-n},\qquad n=40,
\label{eq:law}
\end{equation}
where $V$ is the gate voltage and $t_0$ is the time at a reference voltage $V_0$. Failed fraction, gate area, temperature and polarity are held fixed in this law.

A chip is specified for 10 years at 1.20 V, by which time 0.01 percent of chips may have failed. Its supply is set 5 percent too high, at 1.26 V.

\begin{enumerate}
\item[(a)] By what factor does the lifetime fall? Find a form that can be evaluated by hand.
\item[(b)] What fraction of chips has failed after the original 10 years? What if the overvoltage is present for a tenth of the time?
\item[(c)] The law was measured near 2.5 V. How much does the answer depend on extending it to 1.2 V?
\item[(d)] How much do the oxide voltage, the leakage current and the heating of the chip change the picture?
\end{enumerate}

\section*{Solution}

\subsection*{(a) The lifetime ratio}

Let $V_2=(1+x)V_1$ with $x=0.05$. Dividing \eqref{eq:law} at $V_1$ by \eqref{eq:law} at $V_2$ cancels both $t_0$ and $V_0$:
\begin{equation}
r\equiv\frac{t(V_1)}{t(V_2)}=\left(\frac{V_2}{V_1}\right)^{n}=(1+x)^n .
\end{equation}
The ratio needs no knowledge of the absolute lifetime. For hand evaluation, take the logarithm and expand it for small $x$:
\begin{equation}
\ln r=n\ln(1+x)=n\left(x-\frac{x^2}{2}+\frac{x^3}{3}-\dots\right)
=2-0.05+0.0017-\dots
\end{equation}
The first term gives $r\simeq e^2=7.39$, the first two give 7.03, and the full expression gives
\begin{equation}
r=1.05^{40}=7.04 .
\end{equation}
The lifetime falls from 10 years to $10/7.04=1.42$ years, a reduction of 86 percent. The small parameter is $x$, but the effect is governed by $nx=2$, which is not small. Writing the loss as $nx=200$ percent would therefore be meaningless: the linear formula applies to $\ln t$, and to $t$ itself if $nx\ll1$.

An error in the exponent matters moderately. For $n=37$ the factor is 6.1, and for $n=43$ it is 8.1. ``About seven'' is as fine a statement as such data support.

\subsection*{(b) Failed fraction and part-time overvoltage}

Breakdown is random. Describe it by a Weibull distribution with characteristic time $\eta(V)$ and slope $\beta$:
\begin{equation}
F(t)=1-\exp\left[-\left(\frac{t}{\eta}\right)^\beta\right].
\end{equation}
Solving for the time at which a given fraction has failed gives $t_F=\eta[-\ln(1-F)]^{1/\beta}$. If $\beta$ does not depend on voltage, every $t_F$ is proportional to $\eta$, so all of them shrink by the same $r$. At a fixed time $t$,
\begin{equation}
1-F_2=\exp\left[-\left(\frac{rt}{\eta_1}\right)^\beta\right]
=\left\{\exp\left[-\left(\frac{t}{\eta_1}\right)^\beta\right]\right\}^{r^\beta}
=(1-F_1)^{r^\beta}.
\end{equation}
When $r^\beta F_1\ll1$, expanding both sides gives $F_2\simeq r^\beta F_1$. With $\beta=1.2$, $r^\beta=10.4$, and the failed fraction after 10 years rises from 0.010 to 0.104 percent. The failure count thus grows by a different factor from the one by which the lifetime falls; the two agree for $\beta=1$.

For part-time overvoltage an extra assumption is needed. Suppose that damage adds linearly, each interval $dt$ using up a fraction $dt/t(V)$ of the life, and that the voltage switches many times during that life. If $V_2$ is present for a fraction $f$ of the time, the lifetime $L$ satisfies
\begin{equation}
L\left[\frac{1-f}{t(V_1)}+\frac{f}{t(V_2)}\right]=1 .
\end{equation}
Inserting $t(V_2)=t(V_1)/r$ and solving,
\begin{equation}
L=\frac{t(V_1)}{1-f+fr}.
\end{equation}
The limits $f=0$ and $f=1$ return the two constant-voltage lifetimes. For $f=0.1$ the denominator is $0.9+0.704=1.604$, so $L=6.23$ years. Every $t_F$ is divided by the same 1.604, so by the earlier small-fraction result the failed fraction after 10 years is $1.604^{1.2}\times0.010=0.018$ percent. Although the overvoltage occupies a tenth of the time, it does $0.704/1.604=44$ percent of the damage.

\subsection*{(c) Extending the law from stress to use}

A ten-year test is impractical. Suppose instead that small capacitors are stressed at high voltage. Two scalings connect them to the chip. First, treat the chip as $M=A_{\rm chip}/A_{\rm test}$ independent pieces that all must survive. Survival probabilities multiply, so
\begin{equation}
1-F_{\rm chip}=\exp\left[-M\left(\frac{t}{\eta_{\rm test}}\right)^\beta\right].
\end{equation}
Solving for $t$, and noting that $\eta_{\rm test}$ is the time at which 63 percent of test capacitors have failed,
\begin{equation}
\frac{\eta_{\rm test}}{t_{F,\rm chip}}=\left[\frac{M}{-\ln(1-F)}\right]^{1/\beta}.
\end{equation}
For gate areas of 0.1 and $10^{-5}$ cm$^2$, $M=10^4$. With $F=10^{-4}$ the ratio is $(10^8)^{1/1.2}=4.6\times10^6$. Second, the power law from 1.20 to 2.50 V shortens the time by $(2.50/1.20)^{40}$. Together they turn a chip life of 10 years into a test time of 260 s, which is short enough to measure. This time follows from the assumed inputs; a measured time at 2.50 V would test them together.

The data near the stress voltage $V_s=2.50$ V might equally be described by an exponential law. Give it the same value and slope there. Since $d\ln t/dV=-n/V$ for the power law,
\begin{equation}
t_{\rm exp}(V)=t(V_s)\,e^{-\gamma(V-V_s)},\qquad \gamma=\frac{n}{V_s}=16\ {\rm V}^{-1}.
\end{equation}
With $u=(V-V_s)/V_s$, the two laws differ by
\begin{equation}
\ln\frac{t}{t_{\rm exp}}=-n\ln(1+u)+nu\simeq\frac{nu^2}{2}.
\end{equation}
Within 0.10 V of $V_s$, $|u|\le0.04$ and the difference is at most 0.033.

Compare this with sampling scatter. A Weibull time can be written $t=\eta E^{1/\beta}$, where $E$ has the distribution $e^{-E}$. Its moments are $\langle E^s\rangle=\Gamma(1+s)$, so the variance of $\ln E$ is the second derivative of $\ln\Gamma(1+s)$ at $s=0$, which is $\pi^2/6$. The mean of $\ln t$ over $K$ capacitors therefore has standard deviation $\pi/(\beta\sqrt{6K})$. For $K=30$ this is 0.195, six times the difference between the laws. Data of this size in so narrow a window do not separate them.

At use voltage they part company. The exponential law gives
\begin{equation}
r_{\rm exp}=e^{\gamma(V_2-V_1)}=e^{16\times0.06}=2.61
\end{equation}
instead of 7.04. Yet it is the more pessimistic law for the lifetime itself: at 1.20 V it predicts a life shorter by a factor of $5\times10^3$. A gentler dependence on voltage at use does not mean a longer life. The ambiguity also runs the other way. A law $t\propto e^{B/V}$ matched in value and slope at $V_s$ has $B=nV_s=100$ V. Within the window it differs from the power law by at most 0.034 in $\ln t$, yet it gives $r=e^{100(1/1.20-1/1.26)}=53$. The factor of seven thus relies on the power law holding down to 1.2 V, which has to be supported by data over a wide voltage range.

\subsection*{(d) Effects outside the law}

\paragraph{Oxide voltage.}
The insulator feels the oxide voltage $V_{\rm ox}$, not the whole gate voltage. Consider an n-channel silicon transistor with an n$^+$ silicon gate and a 2.0 nm silicon dioxide insulator at 398 K. Use atomic units with $4\pi\varepsilon_0=1$, so that electron charge, electron mass and $\hbar$ are unity. Voltages then equal electron energies in magnitude.

Let $N_s$ be the channel electron density per area, $N_d$ the fixed depletion charge of the substrate, and $N=N_s+N_d$. Gauss's law gives the oxide voltage for thickness $d$:
\begin{equation}
V_{\rm ox}=\frac{4\pi N d}{\varepsilon_{\rm ox}} .
\end{equation}
The gate depletes over a width $w=N/N_p$, where $N_p$ is its doping. The field there falls linearly from $4\pi N/\varepsilon_{\rm si}$ to zero, so the voltage drop is the area of a triangle:
\begin{equation}
\psi_p=\frac12\,\frac{4\pi N}{\varepsilon_{\rm si}}\,\frac{N}{N_p}
=\frac{2\pi N^2}{\varepsilon_{\rm si}N_p}.
\end{equation}

The channel electrons sit in a narrow well. Replace its field by the average over the layer, $\mathcal F=4\pi(N_d+N_s/2)/\varepsilon_{\rm si}$, and put a hard wall at the oxide, $z=0$. The wave function obeys $\psi''=2m_z(\mathcal Fz-E)\psi$. With $z=\ell\zeta$ and $\ell=(2m_z\mathcal F)^{-1/3}$ this becomes
\begin{equation}
\frac{d^2\psi}{d\zeta^2}=\left(\zeta-\frac{E}{\mathcal F\ell}\right)\psi .
\end{equation}
The decaying solution is the Airy function ${\rm Ai}(\zeta-E/\mathcal F\ell)$. It vanishes at the wall when $E/\mathcal F\ell=a_1\simeq2.338$, the magnitude of its first zero, so
\begin{equation}
E_0=a_1\mathcal F\ell=a_1\left(\frac{\mathcal F^2}{2m_z}\right)^{1/3}.
\end{equation}
Two valleys and two spins give the constant density of states $g=2m_t/\pi$. Filling this one subband up to a Fermi level $\mu$ above $E_0$,
\begin{equation}
N_s=\int_0^\infty\frac{g\,dE}{e^{(E-\mu)/kT}+1}=gkT\ln\left(1+e^{\mu/kT}\right),
\end{equation}
hence $\mu=kT\ln(e^{N_s/gkT}-1)$.

Now measure energies from the channel Fermi level. The silicon band edge at the channel side of the oxide lies at $-(E_0+\mu)$. The gate Fermi level lies at $-V_G$; in the heavily doped gate it is taken to coincide with the bulk band edge. Depletion raises that edge to $-V_G+\psi_p$ at the oxide. The difference between the two edges is the oxide voltage:
\begin{equation}
V_{\rm ox}=V_G-(E_0+\mu)-\psi_p .
\end{equation}
These equations are solved together for $N_s$. At 1.20 V they give $E_0=0.169$ eV, $\mu=0.036$ eV and $\psi_p=0.076$ V, leaving $V_{\rm ox}=0.92$ V and a field of 4.6 MV/cm. At 1.26 V the oxide voltage is 0.96 V, an increase of 4.8 percent when calculated from the unrounded values.

If \eqref{eq:law} is truly a law in gate voltage, $r=7.04$ stands. Suppose instead that $t\propto V_{\rm ox}^{-m}$. Matching the measured slope at $V_s$ requires
\begin{equation}
m\left.\frac{d\ln V_{\rm ox}}{d\ln V_G}\right|_{V_s}=n .
\end{equation}
The electrostatic model gives $m=43.6$, and the factor at use becomes 7.8. The slightly smaller rise in oxide voltage is outweighed by the larger exponent.

\paragraph{Leakage.}
An electron in the well starts from the oxide with speed $\sqrt{2E_0/m_z}$ and is slowed at the rate $\mathcal F/m_z$. It turns after a time $\sqrt{2m_zE_0}/\mathcal F$ and returns after twice that time, so it strikes the oxide at the rate $\nu=\mathcal F/(2\sqrt{2m_zE_0})$. With $\phi$ the barrier height above $E_0$ and $F=V_{\rm ox}/d$, the WKB tunnelling exponent is
\begin{align}
S&=2\int_0^d\sqrt{2m_{\rm ox}(\phi-Fz)}\,dz\nonumber\\
&=\frac{4\sqrt{2m_{\rm ox}}}{3F}\left[\phi^{3/2}-(\phi-V_{\rm ox})^{3/2}\right],
\end{align}
valid for $V_{\rm ox}<\phi$. The current density is $J=N_s\nu e^{-S}$. It rises from 0.051 to 0.062 A/cm$^2$, a factor of 1.22. Interface prefactors are omitted, and changing $m_{\rm ox}$ from 0.3 to 0.5 changes the current by a factor of more than a hundred while moving the ratio by only a few hundredths. The ratio is therefore more trustworthy than the absolute current.

If the current stays steady until breakdown, the charge passed is $Jt$, which changes by a factor of $1.22/7.04=0.17$. In this model a fixed charge to breakdown would shorten the life by a factor of 1.22, far from seven. The extra leakage cannot by itself account for the factor of seven given by the power law. If tunnelling electrons cause the damage, that law requires the damage per electron to grow with voltage as well.

\paragraph{Heating.}
At fixed clock frequency and capacitance, switching power scales as $V^2$. If it heats the chip by 60 K at 1.20 V through a fixed thermal resistance, the overvoltage adds $60(1.05^2-1)=6.15$ K. For an activation energy $E_a=0.6$ eV, integrating $d\ln t/dT=-E_a/kT^2$ from $T_1=398$ K to $T_2=T_1+6.15$ K gives a further division of the life by
\begin{equation}
\exp\left[\frac{E_a}{k}\left(\frac1{T_1}-\frac1{T_2}\right)\right]=1.31 .
\end{equation}
If voltage and temperature act independently, the total is $7.04\times1.31=9.2$.

\section*{A few cases}

In every row the life at a steady 1.20 V is held at 10 years.

\begin{center}
\begin{tabular}{lcc}
\hline
Case & Life divided by & Life (years)\\
\hline
Power law, $n=40$ & 7.0 & 1.4\\
Power law, $n=37$ & 6.1 & 1.6\\
Power law, $n=43$ & 8.1 & 1.2\\
Overvoltage 10\% of the time & 1.6 & 6.2\\
Exponential law & 2.6 & 3.8\\
Power law in oxide voltage & 7.8 & 1.3\\
$n=40$ with added heating & 9.2 & 1.1\\
\hline
\end{tabular}
\end{center}

\section*{Comparison with real devices}

The parameters are rough typical values for a transistor with a thin silicon dioxide gate insulator, not measurements of one product. The exponent of 40 and the Weibull slope of 1.2 are assumed inputs. Each insulator, including one with a high-permittivity film, needs its own measured exponent and slope. Of the assumptions examined here, constant temperature is one that a working chip breaks: for the stated heating, the factor moves from 7 to about 9. The choice of extrapolation law moves it further and in either direction: down to 2.6 for the exponential law and up to 53 for the law in $1/V$. The electrostatic estimate uses an averaged well field, one subband and no penetration of the wave function into the oxide. At 398 K a sizeable share of the electrons occupies higher subbands, and the averaged field makes $E_0$ too low. At the same $N_s$, a self-consistent hard-wall solution with all subbands puts about a third of the electrons above the lowest subband and gives $E_0\simeq0.21$ eV. The values of $E_0$ and $\mu$ are therefore rough. The gate Fermi level, placed here at the band edge, lies about 0.06 eV above it at this doping. Abrupt depletion is also poor for a drop of only about $2kT$: Fermi--Dirac statistics give $\psi_p\simeq0.12$ V rather than 0.076 V. These two errors largely cancel in $V_{\rm ox}$. Removing these approximations lowers the factor from 7.8 to about 7.3. The shift from 7.0 keeps its sign and stays modest, but its size is not fixed by the simple model. Finally, the lifetime here ends at first breakdown. A circuit may go on working after a weak breakdown, and the voltage dependence of that remaining time is not contained in \eqref{eq:law}. The remaining inputs and intermediate values are in the numerical output below.

\section*{Values computed for the example and the checks}
\begin{verbatim}
exponent magnitude n: 40
gate voltage before, after: 1.20, 1.26 V
lifetime division factor r: 7.040
remaining lifetime: 14.2 percent
lifetime reduction: 85.8 percent
lifetime before, after: 10.0, 1.42 years
ln r: 1.9516
r from one, two, three terms: 7.389, 7.029, 7.040
r for n = 37, 43: 6.08, 8.15
Weibull slope: 1.2
failed by 10 years, before: 0.010 percent
failed by 10 years, after: 0.104 percent
growth of failed fraction: 10.40
chip, test gate area: 1.0e-01, 1.0e-05 cm2
test-to-chip time ratio: 4.64e+06
stress voltage: 2.50 V
implied 63 percent test time: 260 s
overvoltage duty fraction: 0.10
life at that duty: 6.23 years
exponential-law slope: 16.0 per V
r from exponential law: 2.61
stress window half-width: 0.10 V
largest log mismatch in window: 0.033
samples per voltage: 30
sampling scatter of mean log time: 0.195
power/exponential life ratio at use: 5.21e+03
temperature: 398 K
oxide thickness: 2.0 nm
relative permittivity oxide, Si: 3.9, 11.7
substrate depletion density: 2.5e+12 cm^-2
gate doping: 1.0e+20 cm^-3
masses m_z, m_t, m_ox: 0.92, 0.19, 0.40 m_e
channel density before: 7.40e+12 cm^-2
well level E0 before: 0.169 eV
filling energy mu before: 0.036 eV
gate depletion drop before: 0.076 V
oxide voltage before, after: 0.918, 0.963 V
oxide field before: 4.59 MV/cm
oxide-voltage increase: 4.82 percent
matched oxide-voltage exponent: 43.6
r from oxide-voltage law: 7.77
band-edge barrier: 3.15 eV
WKB exponent before, after: 20.55, 20.44
leakage before, after: 5.07e-02, 6.18e-02 A/cm2
leakage growth factor: 1.220
breakdown charge after/before: 0.173
leakage heating before: 6.08e-02 W/cm2
activation energy: 0.60 eV
switching temperature rise: 60 K
extra temperature rise: 6.15 K
extra life division by heating: 1.31
voltage and heating together: 9.19
\end{verbatim}
